# Probe diameter and edge resolution in secondary-electron images: verification in Python

```python
"""
Result under test: the edge profile of a secondary-electron (SE) image is not
fixed by the probe diameter. For a flush boundary in SE yield, the missing
part of the normalized step at distance x inside the bright side is
    T(x) = f1*Q(x/s1) + f2*Q(x/s2),   Q = Gaussian upper-tail probability.
s1, s2 : one-axis standard deviations of SE1 (made by the incoming beam) and
         SE2 (made by emerging backscattered electrons), in nm
R      : SE2/SE1 signal ratio; f1 = 1/(1+R), f2 = R/(1+R)
The p to 1-p width follows s1 if f2 < 2p and s2 if f2 > 2p (s1 << s2).
R and the backscatter spread come from a Monte Carlo model of silicon.
Energies are in keV and lengths in nm throughout.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import norm

rng = np.random.default_rng(20)

# Silicon and the transport model
Z, MOLAR_MASS, DENSITY = 14, 28.085, 2.33          # -, g/mol, g/cm3
ATOMS = DENSITY * const.N_A / MOLAR_MASS * 1e-21   # atoms per nm3
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e6   # keV nm
REST = const.m_e * const.c**2 / const.e / 1e3      # keV
J = (9.76 * Z + 58.5 * Z**-0.19) * 1e-3            # mean excitation, keV
E_CUT = 0.5                                        # end of tracking, keV


def screening(energy):
    return 3.4e-3 * Z**0.67 / energy


def rutherford_prefactor(energy):
    pv = energy * (energy + 2 * REST) / (energy + REST)
    return (Z * COULOMB / (2 * pv))**2


def mean_free_path(energy):
    a = screening(energy)
    section = rutherford_prefactor(energy) * 4 * np.pi / (a * (1 + a))
    return 1 / (ATOMS * section)


def stopping(energy):
    log_term = np.log(np.sqrt(np.e / 2) * (energy + 0.85 * J) / J)
    return 2 * np.pi * COULOMB**2 * ATOMS * Z / energy * log_term


def sample_cosine(a, size):
    u = rng.random(size)
    return 1 - 2 * a * u / (1 + a - u)


def backscatter(beam_energy, count):
    """Exit radius, energy and direction cosine of backscattered electrons."""
    x, y, z = np.zeros((3, count))
    ux, uy, uz = np.zeros(count), np.zeros(count), np.ones(count)
    energy = np.full(count, float(beam_energy))
    radii, energies, cosines = [], [], []
    while energy.size:
        step = mean_free_path(energy) * rng.exponential(size=energy.size)
        loss = stopping(energy)
        out = z + step * uz < 0
        if out.any():
            path = -z[out] / uz[out]
            e_exit = energy[out] - loss[out] * path
            ok = e_exit > E_CUT
            r_exit = np.hypot(x[out] + ux[out] * path, y[out] + uy[out] * path)
            radii.append(r_exit[ok])
            energies.append(e_exit[ok])
            cosines.append(-uz[out][ok])
        x, y, z = x + step * ux, y + step * uy, z + step * uz
        energy = energy - loss * step
        keep = ~out & (energy > E_CUT)
        x, y, z, energy = x[keep], y[keep], z[keep], energy[keep]
        ux, uy, uz = ux[keep], uy[keep], uz[keep]
        c = sample_cosine(screening(energy), energy.size)
        s = np.sqrt(np.maximum(0, 1 - c * c))
        phi = 2 * np.pi * rng.random(energy.size)
        p, q = s * np.cos(phi), s * np.sin(phi)
        # two unit vectors perpendicular to the old direction
        sign = np.where(uz >= 0, 1.0, -1.0)
        k = -1 / (sign + uz)
        b = ux * uy * k
        nx = c * ux + p * (1 + sign * ux * ux * k) + q * b
        ny = c * uy + p * sign * b + q * (sign + uy * uy * k)
        nz = c * uz - p * sign * ux - q * uy
        ux, uy, uz = nx, ny, nz
    return (np.concatenate(radii), np.concatenate(energies),
            np.concatenate(cosines))


def se_weights(energy, cosine, beam_energy, cap=10.0):
    """SE yield of an exit relative to that of a normally incident primary."""
    return stopping(energy) / stopping(beam_energy) * np.minimum(1 / cosine, cap)


def axis_spread(radius, weight):
    return np.sqrt(np.sum(weight * radius**2) / (2 * np.sum(weight)))


# Test the elastic law and its sampler against angular quadrature
E0 = 10.0
a0 = screening(E0)


def angular_law(theta):
    return 2 * np.pi * np.sin(theta) / (np.sin(theta / 2)**2 + a0)**2


peak = [2 * np.sqrt(a0)]
total = quad(angular_law, 0, np.pi, points=peak, limit=200)[0]
mfp_quad = 1 / (ATOMS * rutherford_prefactor(E0) * total)
assert abs(mfp_quad / mean_free_path(E0) - 1) < 1e-6
turn = quad(lambda t: (1 - np.cos(t)) * angular_law(t), 0, np.pi,
            points=peak, limit=200)[0] / total
turn_sampled = np.mean(1 - sample_cosine(a0, 400000))
assert abs(turn_sampled / turn - 1) < 0.04   # sampling error is below 1 %

# Transport at the working energy and at half of it
N10, N5 = 60000, 40000
r10, e10, c10 = backscatter(E0, N10)
w10 = se_weights(e10, c10, E0)
eta = r10.size / N10
R_mc = w10.sum() / N10
R_error = np.sqrt(np.sum(w10**2)) / N10
sb_mc = axis_spread(r10, w10)
groups = np.array_split(rng.permutation(r10.size), 10)
sb_error = np.std([axis_spread(r10[g], w10[g]) for g in groups],
                  ddof=1) / np.sqrt(10)
R_caps = [se_weights(e10, c10, E0, cap).sum() / N10 for cap in (5, 20)]
r5, e5, c5 = backscatter(5.0, N5)
w5 = se_weights(e5, c5, 5.0)
R5, sb5 = w5.sum() / N5, axis_spread(r5, w5)
assert 0.10 < eta < 0.28
assert sb_mc / sb5 > 2                 # energy strongly changes the reach
assert abs(R5 / R_mc - 1) < 0.35       # but changes the weight much less

# Two-Gaussian model with rounded transport results
R = round(R_mc, 2)
sb = 10.0 * round(sb_mc / 10)
f1, f2 = 1 / (1 + R), R / (1 + R)
PROBE, ESCAPE = 2.0, 1.5               # FWHM and standard deviation, nm
TO_SIGMA = 1 / (2 * np.sqrt(2 * np.log(2)))


def spreads(probe):
    narrow = np.hypot(probe * TO_SIGMA, ESCAPE)
    return narrow, np.hypot(narrow, sb)


def tail(x, narrow, broad, weight2):
    return (1 - weight2) * norm.sf(x / narrow) + weight2 * norm.sf(x / broad)


def width(level, narrow, broad, weight2):
    return 2 * brentq(lambda x: tail(x, narrow, broad, weight2) - level,
                      0, 10 * broad)


s1, s2 = spreads(PROBE)

# Variance addition, by numerical convolution
grid = np.arange(-400, 401) * 0.05
blurred = np.convolve(norm.pdf(grid, scale=PROBE * TO_SIGMA),
                      norm.pdf(grid, scale=ESCAPE), mode="same") * 0.05
assert np.max(np.abs(blurred - norm.pdf(grid, scale=s1))) < 1e-6


def half_plane(distance):
    """Response beyond a straight line, from the two-dimensional definition."""
    answer = 0.0
    for weight, s in ((f1, s1), (f2, s2)):
        answer += weight * quad(
            lambda r: r / (np.pi * s * s) * np.exp(-r * r / (2 * s * s))
            * np.arccos(min(1.0, distance / r)),
            distance, distance + 12 * s, limit=200)[0]
    return answer


for d in (0.5, 2.0, 10.0, 300.0, 1000.0):
    assert abs(half_plane(d) - tail(d, s1, s2, f2)) < 1e-6

# Pedestal and crossover
crossover = brentq(lambda x: f1 * norm.sf(x / s1) - f2 * norm.sf(x / s2),
                   0, 20 * s1)
assert abs(tail(5 * s1, s1, s2, f2) / (f2 / 2) - 1) < 0.05

# Width laws on the two sides of the threshold
assert 0.2 < f2 < 0.5
w25 = width(0.25, s1, s2, f2)
w10_90 = width(0.10, s1, s2, f2)
w25_law = 2 * s1 * norm.isf((0.25 - f2 / 2) / f1)
w10_law = 2 * s2 * norm.isf(0.10 / f2)
assert abs(w25_law / w25 - 1) < 0.03
assert abs(w10_law / w10_90 - 1) < 0.001
below, above = (width(0.10, 1.0, 1000.0, f) for f in (0.19, 0.21))
assert above > 10 * below
probes = (1.0, 2.0, 5.0, 10.0)
table = [(p, width(0.25, *spreads(p), f2), width(0.10, *spreads(p), f2))
         for p in probes]
assert table[-1][1] / table[0][1] > 2.5
assert abs(table[-1][2] / table[0][2] - 1) < 0.01

# Plateaus read only 50 nm from the edge
FIELD = 50.0
end_tail = tail(FIELD, s1, s2, f2)
local_contrast = 1 - 2 * end_tail
local_width = 2 * brentq(lambda x: tail(x, s1, s2, f2) - end_tail
                         - 0.1 * local_contrast, 0, FIELD)
se1_width = 2 * s1 * norm.isf(0.1)
assert abs(local_width / se1_width - 1) < 0.25
assert local_width < w10_90 / 10

# Central contrast of a narrow stripe
STRIPE = 20.0
stripe = 1 - 2 * half_plane(STRIPE / 2)
stripe_law = f1 + f2 * STRIPE / (np.sqrt(2 * np.pi) * s2)
assert abs(stripe - stripe_law) < 1e-3


# Replace the broad Gaussian by the transport exit distribution
def transport_tail(x):
    beyond = np.arccos(np.minimum(1, x / r10)) / np.pi
    return f1 * norm.sf(x / s1) + f2 * np.sum(w10 * beyond) / w10.sum()


w25_mc, w10_mc = (2 * brentq(lambda x: transport_tail(x) - p, 0, 10 * s2)
                  for p in (0.25, 0.10))
assert w10_mc > 20 * PROBE             # conclusion does not need a Gaussian

# Other neglected effects
factor_widths = [width(0.10, s1, s2, g * R / (1 + g * R)) for g in (0.8, 1.2)]
FILM, STEP, YIELD_RATIO = 2.0, 0.1, 1.5
large_angle = quad(angular_law, np.pi / 2, np.pi)[0]
film_back = ATOMS * FILM * rutherford_prefactor(E0) * large_angle
gain = YIELD_RATIO / (YIELD_RATIO - 1) * STEP / np.sqrt(2 * np.pi)
bump_near = gain * (f1 / s1 + f2 / s2)
bump_far = gain * f2 / s2
assert film_back < 0.05 * eta

print(f"beam energy: {E0:.0f} keV; electrons traced: {N10}")
print(f"elastic mean free path at 10 keV: {mean_free_path(E0):.1f} nm")
print(f"stopping power at 10 keV: {stopping(E0)*1e3:.2f} eV/nm")
print(f"backscattering coefficient eta: {eta:.3f}")
print(f"SE yield factor beta: {R_mc/eta:.2f}")
print(f"SE2/SE1 from transport: {R_mc:.3f} +/- {R_error:.3f}")
print(f"exit spread from transport: {sb_mc:.0f} +/- {sb_error:.0f} nm")
print(f"5 keV: SE2/SE1 {R5:.3f}, exit spread {sb5:.0f} nm")
print(f"rounded model inputs: R = {R:.2f}, sb = {sb:.0f} nm")
print(f"probe FWHM: {PROBE:.1f} nm; sp = {PROBE*TO_SIGMA:.3f} nm")
print(f"SE escape spread sg: {ESCAPE:.1f} nm")
print(f"s1 = {s1:.3f} nm; s2 = {s2:.2f} nm")
print(f"weights: f1 = {f1:.4f}, f2 = {f2:.4f}")
print(f"pedestal f2/2: {100*f2/2:.2f} % of full step")
print(f"SE2 tail overtakes SE1 tail at: {crossover:.2f} nm")
print("missing step: distance, two Gaussians, transport")
for d in (10, 50, 100, 300, 500, 1000, 1500):
    print(f"  {d:4d} nm: {100*tail(d, s1, s2, f2):6.2f} %,"
          f" {100*transport_tail(d):6.2f} %")
print(f"25-75 % width: {w25:.2f} nm; limiting law {w25_law:.2f} nm")
print(f"25-75 % width of SE1 alone: {2*s1*norm.isf(0.25):.2f} nm")
print(f"10-90 % width: {w10_90:.1f} nm; limiting law {w10_law:.1f} nm")
print(f"10-90 % width of SE1 alone: {se1_width:.2f} nm")
print("probe FWHM, 25-75 % width, 10-90 % width")
for p, a, b in table:
    print(f"  {p:4.1f} nm: {a:6.2f} nm, {b:6.1f} nm")
print("threshold test, s1 = 1 nm, s2 = 1000 nm, 10-90 % width:")
print(f"  f2 = 0.19: {below:.2f} nm; f2 = 0.21: {above:.1f} nm")
print(f"plateaus read at +/-{FIELD:.0f} nm: 10-90 % width {local_width:.2f} nm")
print(f"  contrast seen there: {100*local_contrast:.1f} % of full step")
print(f"{STRIPE:.0f} nm stripe contrast: {100*stripe:.2f} %;"
      f" short law {100*stripe_law:.2f} %")
print(f"transport widths: 25-75 % {w25_mc:.2f} nm, 10-90 % {w10_mc:.0f} nm")
print(f"SE2/SE1 with obliquity cap 5, 20: {R_caps[0]:.3f}, {R_caps[1]:.3f}")
print(f"10-90 % width, SE2 yield factor 0.8, 1.2: "
      f"{factor_widths[0]:.0f}, {factor_widths[1]:.0f} nm")
print(f"film {FILM:.0f} nm (as Si), scattering past 90 deg: {film_back:.1e}")
print(f"  relative to eta: {100*film_back/eta:.2f} %")
print(f"film/silicon SE yield ratio: {YIELD_RATIO:.1f}")
print(f"surface step {STEP:.1f} nm, bump/full contrast step:")
print(f"  at edge {100*bump_near:.1f} %; in SE2 tail {100*bump_far:.3f} %")
print("done: every assertion held")
```

Output:

```
beam energy: 10 keV; electrons traced: 60000
elastic mean free path at 10 keV: 12.3 nm
stopping power at 10 keV: 3.85 eV/nm
backscattering coefficient eta: 0.182
SE yield factor beta: 2.71
SE2/SE1 from transport: 0.493 +/- 0.006
exit spread from transport: 341 +/- 2 nm
5 keV: SE2/SE1 0.499, exit spread 101 nm
rounded model inputs: R = 0.49, sb = 340 nm
probe FWHM: 2.0 nm; sp = 0.849 nm
SE escape spread sg: 1.5 nm
s1 = 1.724 nm; s2 = 340.00 nm
weights: f1 = 0.6711, f2 = 0.3289
pedestal f2/2: 16.44 % of full step
SE2 tail overtakes SE1 tail at: 1.19 nm
missing step: distance, two Gaussians, transport
    10 nm:  16.06 %,  15.94 %
    50 nm:  14.52 %,  14.31 %
   100 nm:  12.64 %,  12.49 %
   300 nm:   6.21 %,   6.46 %
   500 nm:   2.33 %,   2.46 %
  1000 nm:   0.05 %,   0.01 %
  1500 nm:   0.00 %,   0.00 %
25-75 % width: 3.91 nm; limiting law 3.92 nm
25-75 % width of SE1 alone: 2.33 nm
10-90 % width: 348.6 nm; limiting law 348.6 nm
10-90 % width of SE1 alone: 4.42 nm
probe FWHM, 25-75 % width, 10-90 % width
   1.0 nm:   3.53 nm,  348.6 nm
   2.0 nm:   3.91 nm,  348.6 nm
   5.0 nm:   5.88 nm,  348.6 nm
  10.0 nm:  10.13 nm,  348.7 nm
threshold test, s1 = 1 nm, s2 = 1000 nm, 10-90 % width:
  f2 = 0.19: 4.98 nm; f2 = 0.21: 119.4 nm
plateaus read at +/-50 nm: 10-90 % width 4.88 nm
  contrast seen there: 71.0 % of full step
20 nm stripe contrast: 67.89 %; short law 67.89 %
transport widths: 25-75 % 3.90 nm, 10-90 % 352 nm
SE2/SE1 with obliquity cap 5, 20: 0.480, 0.499
10-90 % width, SE2 yield factor 0.8, 1.2: 253, 417 nm
film 2 nm (as Si), scattering past 90 deg: 3.2e-04
  relative to eta: 0.18 %
film/silicon SE yield ratio: 1.5
surface step 0.1 nm, bump/full contrast step:
  at edge 4.7 %; in SE2 tail 0.012 %
done: every assertion held
```
